# How a Soft Adduct Mode Sets the Harmonic Rate Prefactor: a numerical check

```python
"""
Result under test: in harmonic transition-state theory, doubling one adduct
frequency nu (transition state unchanged) multiplies the prefactor A by
1 + exp(-x), x = h c nu / (kB T); for nu = 20 cm^-1 at 500 K this is nearly 2.

Convention: k = A exp(-E0/(kB T)), E0 = barrier between zero-point levels,
A = (kB T/h) * product q(transition state) / product q(adduct),
q = partition function of one mode counted from its ground level.
Frequencies are wavenumbers in cm^-1, temperatures in K, barriers in eV.
The numerical side sums levels found by diagonalizing a grid Hamiltonian.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import ive

h, kB, c = const.h, const.k, const.c
wavenumber_J = h * c * 100.0            # energy of 1 cm^-1 in joule
wavenumber_eV = wavenumber_J / const.e

# Model parameters
T = 500.0
nu_low, nu_high = 20.0, 40.0
other_adduct = [80.0, 120.0, 200.0, 3600.0]
ts_modes = [60.0, 100.0, 180.0, 1500.0]
nu_imag = 1000.0
barrier_el = 0.90
kT_cm = kB * T / wavenumber_J
kT_eV = kB * T / const.e


def reduced(nu, temp=T):
    """Quantum of the mode divided by the thermal energy."""
    return nu * wavenumber_J / (kB * temp)


# Oscillator levels in units of the quantum, from a sinc grid Hamiltonian
step = 0.08
grid = step * np.arange(-450, 451)
diff = np.subtract.outer(np.arange(grid.size), np.arange(grid.size))
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3,
                   2.0 * (-1.0)**np.abs(diff) / safe**2) / (2 * step**2)
levels = np.linalg.eigvalsh(kinetic + np.diag(grid**2 / 2))
assert np.allclose(levels[:300], np.arange(300) + 0.5, atol=1e-7)


def q_bottom(nu, temp=T):
    """Level sum with energies counted from the bottom of the well."""
    return np.sum(np.exp(-reduced(nu, temp) * levels))


def q_ground(nu, temp=T):
    """Level sum with energies counted from the ground level."""
    return np.sum(np.exp(-reduced(nu, temp) * (levels - levels[0])))


def rate(soft, temp=T, ts=ts_modes):
    """Rate constant from level sums and the electronic barrier, s^-1."""
    q_ts = np.prod([q_bottom(n, temp) for n in ts])
    q_ad = np.prod([q_bottom(n, temp) for n in [soft] + other_adduct])
    boltz = np.exp(-barrier_el * const.e / (kB * temp))
    return kB * temp / h * q_ts / q_ad * boltz


def barrier_zp(soft, ts=ts_modes):
    """Barrier between the numerical zero-point levels, eV."""
    shift = levels[0] * (sum(ts) - soft - sum(other_adduct))
    return barrier_el + shift * wavenumber_eV


def prefactor(soft, ts=ts_modes):
    return rate(soft, ts=ts) * np.exp(barrier_zp(soft, ts) / kT_eV)


# One-way thermal flux is kB T/h for any mass
for mass in (const.m_u, 15 * const.m_u):
    p_th = np.sqrt(mass * kB * T)
    flux = quad(lambda s: (s * p_th / mass) * np.exp(-s**2 / 2) * p_th / h,
                0, 12, epsabs=0, epsrel=1e-10)[0]
    assert abs(flux / (kB * T / h) - 1) < 1e-8

# Partition function and absolute prefactor: level sums against closed forms
def q_formula(nu):
    return 1 / (1 - np.exp(-reduced(nu)))


for nu in [nu_low, nu_high] + other_adduct + ts_modes:
    assert abs(q_ground(nu) / q_formula(nu) - 1) < 1e-7
A_low, A_high = prefactor(nu_low), prefactor(nu_high)
A_formula = (kB * T / h * np.prod([q_formula(n) for n in ts_modes])
             / np.prod([q_formula(n) for n in [nu_low] + other_adduct]))
assert abs(A_low / A_formula - 1) < 1e-6

# Main result, and a stiffer mode for which doubling gains much less
x = reduced(nu_low)
ratio_A = A_high / A_low
assert abs(ratio_A - (1 + np.exp(-x))) < 1e-6
assert 1.9 < ratio_A < 2.0
ratio_stiff = q_ground(200.0) / q_ground(400.0)
assert abs(ratio_stiff - (1 + np.exp(-reduced(200.0)))) < 1e-7

# Classical phase-space integral: q = 1/x, so the classical ratio is 2
def q_classical(nu):
    width = 1 / np.sqrt(reduced(nu))
    side = quad(lambda s: np.exp(-reduced(nu) * s**2 / 2),
                -12 * width, 12 * width)[0]
    return side**2 / (2 * np.pi)


assert abs(q_classical(nu_low) * x - 1) < 1e-7
ratio_classical = q_classical(nu_low) / q_classical(nu_high)
assert abs(ratio_classical - 2) < 1e-7

# Whole rate constant, including the lower zero-point-corrected barrier
k_low, k_high = rate(nu_low), rate(nu_high)
ratio_k = k_high / k_low
assert abs(ratio_k - 2 * np.cosh(x / 2)) < 1e-6
E0_low, E0_high = barrier_zp(nu_low), barrier_zp(nu_high)

# Arrhenius prefactor from a numerical slope, and the entropy of the mode
def arrhenius(soft):
    t1, t2 = T - 1.0, T + 1.0
    b1, b2 = 1 / (kB * t1), 1 / (kB * t2)
    slope = -(np.log(rate(soft, t2)) - np.log(rate(soft, t1))) / (b2 - b1)
    return rate(soft) * np.exp(slope / (kB * T)), slope / const.e


def entropy(nu):
    """Gibbs entropy of the mode in units of kB."""
    weight = np.exp(-reduced(nu) * (levels - levels[0]))
    prob = weight / weight.sum()
    prob = prob[prob > 1e-200]
    return -np.sum(prob * np.log(prob))


arr_low, Ea_low = arrhenius(nu_low)
arr_high, Ea_high = arrhenius(nu_high)
ratio_arr = arr_high / arr_low
arr_formula = 2 * np.cosh(x / 2) * np.exp(-(x / 2) * np.tanh(x / 2))
entropy_loss = entropy(nu_low) - entropy(nu_high)
assert abs(ratio_arr - arr_formula) < 1e-5
assert abs(np.exp(entropy_loss) - arr_formula) < 1e-6

# If the softest transition-state mode doubles too, the gain is mostly lost
ts_stiff = [2 * ts_modes[0]] + ts_modes[1:]
ratio_both = prefactor(nu_high, ts_stiff) / A_low
both_formula = (1 + np.exp(-x)) / (1 + np.exp(-reduced(ts_modes[0])))
assert abs(ratio_both - both_formula) < 1e-6
assert ratio_both - 1 < 0.2 * (ratio_A - 1)

# Neglected anharmonicity: threefold hindered rotation of the Al(CH3)3 group
methyl_mass_u, radius_A, fold = 15.0, 1.9, 3
inertia = 3 * methyl_mass_u * const.m_u * (radius_A * 1e-10)**2
B_rot = const.hbar**2 / (2 * inertia) / wavenumber_J


def rotor(nu):
    """Torsional barrier (cm^-1) and partition function per well."""
    V0 = nu**2 / (fold**2 * B_rot)
    m = np.arange(-350, 351)
    coupling = np.full(m.size - fold, -V0 / 4)
    ham = (np.diag(B_rot * m**2 + V0 / 2)
           + np.diag(coupling, fold) + np.diag(coupling, -fold))
    return V0, np.sum(np.exp(-np.linalg.eigvalsh(ham) / kT_cm)) / fold


V_low, qrot_low = rotor(nu_low)
V_high, qrot_high = rotor(nu_high)
for V0, q_rot in ((V_low, qrot_low), (V_high, qrot_high)):
    q_cl = np.sqrt(np.pi * kT_cm / B_rot) * ive(0, V0 / (2 * kT_cm)) / fold
    assert abs(q_rot / q_cl - 1) < 2e-3   # small quantum correction remains
# A stiff torsion must return to the harmonic oscillator
assert abs(rotor(200.0)[1] / q_bottom(200.0) - 1) < 5e-3
ratio_rotor = qrot_low / qrot_high

# Neglected tunnelling: thermal average of parabolic-barrier transmission
y = reduced(nu_imag)
kappa = quad(lambda e: np.exp(-e) / (1 + np.exp(-2 * np.pi * e / y)),
             -40, 40, points=[0], limit=200)[0]
assert abs(kappa - (y / 2) / np.sin(y / 2)) < 1e-6

print(f"Temperature: {T:.0f} K")
print(f"Adduct soft mode before, after: {nu_low:.0f}, {nu_high:.0f} cm^-1")
print("Other adduct modes:", other_adduct, "cm^-1")
print("Transition-state real modes:", ts_modes, "cm^-1")
print(f"Imaginary mode magnitude: {nu_imag:.0f} cm^-1")
print(f"Electronic barrier: {barrier_el:.2f} eV")
print(f"Thermal energy kB T: {kT_cm:.2f} cm^-1")
print(f"Thermal energy kB T: {kT_eV:.5f} eV")
print(f"Flux factor kB T/h: {kB*T/h:.4e} s^-1")
print(f"x at 20 cm^-1: {x:.5f} (no unit)")
print(f"x at 40 cm^-1: {reduced(nu_high):.5f} (no unit)")
print(f"exp(-x) at 20 cm^-1: {np.exp(-x):.5f} (no unit)")
print(f"q from ground level, 20 cm^-1: {q_ground(nu_low):.4f} (no unit)")
print(f"q from ground level, 40 cm^-1: {q_ground(nu_high):.4f} (no unit)")
q_rest = np.prod([q_ground(n) for n in other_adduct])
q_tstate = np.prod([q_ground(n) for n in ts_modes])
print(f"Product q, other adduct modes: {q_rest:.4f} (no unit)")
print(f"Product q, transition state: {q_tstate:.4f} (no unit)")
print(f"Prefactor A before: {A_low:.4e} s^-1")
print(f"Prefactor A after: {A_high:.4e} s^-1")
print(f"PREFACTOR RATIO: {ratio_A:.4f} (no unit)")
print(f"Classical ratio: {ratio_classical:.4f} (no unit)")
print(f"Prefactor ratio for 200 to 400 cm^-1: {ratio_stiff:.4f} (no unit)")
print(f"Zero-point-corrected barrier before: {E0_low:.5f} eV")
print(f"Zero-point-corrected barrier after: {E0_high:.5f} eV")
print(f"Barrier lowering: {1000*(E0_low-E0_high):.3f} meV")
print(f"Boltzmann gain exp(x/2): {np.exp(x/2):.5f} (no unit)")
print(f"Rate constant before: {k_low:.4e} s^-1")
print(f"Rate constant after: {k_high:.4e} s^-1")
print(f"Rate-constant ratio: {ratio_k:.5f} (no unit)")
print(f"Adduct lifetime 1/k before: {1e6/k_low:.2f} microseconds")
print(f"Adduct lifetime 1/k after: {1e6/k_high:.2f} microseconds")
print(f"Arrhenius-plot prefactor ratio: {ratio_arr:.5f} (no unit)")
print(f"Arrhenius energy lowering: {1000*(Ea_low-Ea_high):.4f} meV")
print(f"Entropy lost by adduct mode: {entropy_loss:.5f} kB")
print(f"Prefactor ratio if TS 60 also becomes 120 cm^-1: {ratio_both:.4f}")
print(f"Rotor model: methyl mass {methyl_mass_u:.0f} u")
print(f"Rotor model: distance from axis {radius_A:.1f} angstrom")
print(f"Rotational constant B: {B_rot:.5f} cm^-1")
print(f"Torsional barrier for 20 cm^-1: {V_low:.1f} cm^-1")
print(f"Torsional barrier for 40 cm^-1: {V_high:.1f} cm^-1")
print(f"Torsional barrier/kB T for 20 cm^-1: {V_low/kT_cm:.3f} (no unit)")
print(f"Torsional barrier/kB T for 40 cm^-1: {V_high/kT_cm:.3f} (no unit)")
print(f"Rotor q/harmonic q, 20 cm^-1: {qrot_low/q_bottom(nu_low):.4f}")
print(f"Rotor q/harmonic q, 40 cm^-1: {qrot_high/q_bottom(nu_high):.4f}")
print(f"Rate-constant ratio with hindered rotor: {ratio_rotor:.4f} (no unit)")
print(f"Tunnelling factor (cancels in ratio): {kappa:.4f} (no unit)")
print("success")
```

Output:

```
Temperature: 500 K
Adduct soft mode before, after: 20, 40 cm^-1
Other adduct modes: [80.0, 120.0, 200.0, 3600.0] cm^-1
Transition-state real modes: [60.0, 100.0, 180.0, 1500.0] cm^-1
Imaginary mode magnitude: 1000 cm^-1
Electronic barrier: 0.90 eV
Thermal energy kB T: 347.52 cm^-1
Thermal energy kB T: 0.04309 eV
Flux factor kB T/h: 1.0418e+13 s^-1
x at 20 cm^-1: 0.05755 (no unit)
x at 40 cm^-1: 0.11510 (no unit)
exp(-x) at 20 cm^-1: 0.94407 (no unit)
q from ground level, 20 cm^-1: 17.8807 (no unit)
q from ground level, 40 cm^-1: 9.1975 (no unit)
Product q, other adduct modes: 38.0621 (no unit)
Product q, transition state: 63.2283 (no unit)
Prefactor A before: 9.6791e+11 s^-1
Prefactor A after: 1.8817e+12 s^-1
PREFACTOR RATIO: 1.9441 (no unit)
Classical ratio: 2.0000 (no unit)
Prefactor ratio for 200 to 400 cm^-1: 1.5624 (no unit)
Zero-point-corrected barrier before: 0.76486 eV
Zero-point-corrected barrier after: 0.76362 eV
Barrier lowering: 1.240 meV
Boltzmann gain exp(x/2): 1.02919 (no unit)
Rate constant before: 1.8898e+04 s^-1
Rate constant after: 3.7811e+04 s^-1
Rate-constant ratio: 2.00083 (no unit)
Adduct lifetime 1/k before: 52.92 microseconds
Adduct lifetime 1/k after: 26.45 microseconds
Arrhenius-plot prefactor ratio: 1.99917 (no unit)
Arrhenius energy lowering: 0.0357 meV
Entropy lost by adduct mode: 0.69273 kB
Prefactor ratio if TS 60 also becomes 120 cm^-1: 1.0557
Rotor model: methyl mass 15 u
Rotor model: distance from axis 1.9 angstrom
Rotational constant B: 0.10377 cm^-1
Torsional barrier for 20 cm^-1: 428.3 cm^-1
Torsional barrier for 40 cm^-1: 1713.2 cm^-1
Torsional barrier/kB T for 20 cm^-1: 1.232 (no unit)
Torsional barrier/kB T for 40 cm^-1: 4.930 (no unit)
Rotor q/harmonic q, 20 cm^-1: 1.1659
Rotor q/harmonic q, 40 cm^-1: 1.0718
Rate-constant ratio with hindered rotor: 2.1766 (no unit)
Tunnelling factor (cancels in ratio): 1.4514 (no unit)
success
```
